Why near-threshold sputtering at normal incidence is under-cosine

**Definitions and conventions**

A projectile enters a flat target along the inward normal. E is its energy inside the target, U the surface binding energy, and E0 the energy of an atom moving in the cascade. For a self-ion, which gains U on entry, E is the incident energy plus U. Inside, ν is the cosine between an atom's direction and the inward normal (printed as "mu" in the numerical output), and μ0 = −ν is its outward cosine. Outside, the atom has energy E1 and exit cosine μ1, measured from the outward normal. The number n counts the collisions in an atom's history, back to the projectile's first collision.

Y(E1, μ1) is the number of emitted atoms per unit energy and solid angle. A cosine law means Y ∝ μ1. The mean exit cosine is then ∫μ1² dμ1 / ∫μ1 dμ1 = 2/3, and the share within 30° of the normal is sin² 30° = 25%. Emission is called under-cosine when both numbers are lower: too few atoms leave near the normal and too many leave obliquely.

The model has equal masses, elastic binary collisions, a random target and a planar barrier. Emitted atoms include projectiles that come back out.

**What happens, and why**

Near threshold, atoms sputtered at normal incidence leave with an under-cosine distribution. It is tempting to blame too few collisions, which fail to erase the projectile's inward momentum. This needs correcting, because elastic collisions never erase momentum. They share it among more atoms. What decides how much inward direction an atom keeps, on average, is the energy ratio E0/E and not the number of collisions. Near threshold an atom able to escape must hold a sizeable part of E, so it also keeps a sizeable part of the direction. The collision number has a second role: a path needs several turns to point outward, and each turn costs energy.

**From the inside flux to the exit angle**

The barrier takes energy U from the motion along the normal and leaves the parallel motion unchanged:

E1 = E0 − U
E1 μ1² = E0 μ0² − U

At fixed energy, differentiating the second line gives E1 μ1 dμ1 = E0 μ0 dμ0. Let Φ(E0, μ0) be the flux inside per unit energy and solid angle. The current through the surface is μ0 Φ dE0 dμ0 per unit azimuth, and every atom with E0 μ0² > U passes. Since dE1 = dE0, equating the currents on the two sides gives

Y(E1, μ1) = μ0 Φ dμ0/dμ1 = μ1 (E1/E0) Φ(E0, μ0)

with

μ0² = (U + E1 μ1²)/(U + E1).

If Φ is isotropic, Y/μ1 does not depend on angle, and the cosine law follows at each energy in spite of refraction. At fixed E1, μ0 grows with μ1. If Φ falls toward the outward normal, Y/μ1 therefore falls toward the normal too, and emission is under-cosine. It remains to find how Φ depends on direction.

**Why the inward direction survives**

Let an atom of momentum p hit an equal mass at rest, leaving momenta p1 and p2. Momentum conservation gives p = p1 + p2, and energy conservation gives p² = p1² + p2². Squaring the first and comparing with the second gives p1·p2 = 0. Hence p1·p = p1², and the angle a between p1 and p obeys

cos a = p1/p = √(E′/E),

where E′ is the energy of that product. The same holds for the other product. Neither can turn by more than 90°, and turning costs energy.

If the atom had inward cosine ν before the collision, a product has

ν′ = ν cos a + √(1 − ν²) sin a cos φ.

In a random target the azimuth φ is uniform, so the last term averages to zero and the mean of ν′ is ν cos a. Along a path of n collisions the factors multiply:

⟨ν⟩ = √(E(1)/E) · √(E(2)/E(1)) · … · √(E0/E(n−1)) = √(E0/E).

Here E(k) is the energy after k collisions. All intermediate energies cancel. The result holds for any n and any central potential, provided that the surface has not yet removed or reflected atoms and no energy goes to electrons or bonds.

A 100 eV silicon self-ion, with the inputs given below, shows this. For cascade atoms with U < E0 < 2U, hard-sphere scattering gives an average of 6.60 collisions and a mean inward cosine of 0.247. A softer law, with many small deflections, gives 9.43 collisions and 0.249. The square-root law predicts 0.248 and 0.249. More collisions have not removed more of the mean direction.

**How the other features relax**

The mean cosine does not fix the whole angular distribution. Hard spheres of constant cross-section allow further progress. Their scattering is isotropic in the centre-of-mass frame, so each product energy T is uniform between 0 and E, and two products give a density 2/E.

Let G_l(E) be the density in E0 of collision products, each weighted with the Legendre polynomial P_l(ν). With random azimuths, the addition theorem makes the factors P_l multiply from one collision to the next. Separating the first collision gives, for E > E0,

G_l(E) = (2/E) P_l(√(E0/E)) + (2/E) ∫ P_l(√(T/E)) G_l(T) dT,

with T running from E0 to E. In each case below G_l(E0) = 2/E0.

For l = 0, multiply by E and differentiate: E G0′ + G0 = 2G0, so E G0′ = G0 and

G0 = 2E/E0².

For l = 1, multiply by E^(3/2) and differentiate: E^(3/2) G1′ + (3/2)√E G1 = 2√E G1. Hence E G1′ = G1/2 and G1 = 2√E/E0^(3/2). The ratio G1/G0 is √(E0/E), as found above.

For l = 2, P2(√y) = (3y − 1)/2, and multiplication by E² gives

E² G2 = 3E0 − E + ∫ (3T − E) G2(T) dT.

One differentiation gives E² G2′ = −1 − ∫G2 dT, and a second gives E² G2″ + 2E G2′ + G2 = 0. A trial power E^p requires p² + p + 1 = 0, so p = −1/2 ± i√3/2. The starting values G2(E0) = 2/E0 and G2′(E0) = −1/E0² leave the cosine solution alone. Dividing by G0,

⟨P2⟩ = (E0/E)^(3/2) cos[(√3/2) ln(E/E0)].

For the same 100 eV ion and E/3 < E0 < E/2, simulation gives 0.186 and this formula 0.185. As E0/E falls, this second moment dies out faster than the first. The inward bias is thus the more persistent of the two.

The collision number follows from the same equation with l = 0, taken one collision at a time. One collision gives 2/E. Each further collision applies (2/E)∫dT, so with L = ln(E/E0)

G0(n) = 2ⁿ L^(n−1) / [(n − 1)! E].

This is a Poisson distribution of n − 1 with mean 2L, hence ⟨n⟩ = 1 + 2 ln(E/E0). Since ⟨ν⟩ = exp(−L/2), a high collision number and a weak memory occur together when E is varied. Both follow from the energy ratio.

**Far above threshold with a uniform source: a slow approach to the cosine law**

Suppose first that the source of moving atoms is equally strong at all depths. An atom starting at depth z reaches the surface with probability exp[−z/(λμ0)], where λ is the mean free path. Integration over z gives λμ0, so the current is μ0 times λ times the source density. For hard spheres λ is constant, and Φ is proportional to the density of products. Keeping two terms of its Legendre series, and using ν = −μ0,

Φ ∝ (E/E0²) [1 − 3μ0 √(E0/E)].

The barrier relation gives μ0√E0 = √(U + E1 μ1²). Inserting Φ into Y and integrating over E1, with x = E1/U, gives two integrals. The isotropic one is ∫x/(1 + x)³ dx = 1/2. The other is

J(μ1) = ∫ x √(1 + x μ1²)/(1 + x)³ dx, x from 0 to ∞.

Their ratio, with the factor 3, yields

Y/μ1 ∝ 1 − 6 J(μ1) √(U/E).

At grazing exit J(0) = 1/2. At normal exit J(1) = ∫[(1 + x)^(−3/2) − (1 + x)^(−5/2)] dx = 2 − 2/3 = 4/3. Grazing emission is lowered by 3√(U/E) and normal emission by 8√(U/E), relative to the isotropic term. The normal direction loses more, so the law is under-cosine.

Extending the integral to infinity and dropping P2 both cause errors of order U/E. Moments with l ≥ 3 were not worked out here, but the simulation contains them. At E = 1000U it gives a mean exit cosine of 0.656, against 0.654 from the formula and 0.667 for the cosine law. For this uniform source the departure falls as the square root of U/E, which is slow: at 1000U the formula still puts Y/μ1 at the normal about 17% below its grazing value, since (1 − 8/√1000)/(1 − 3/√1000) = 0.83. Keeping the higher moments as well reduces this drop to about 15%. At 64U the formula would give zero normal emission, a sign that it has left its range. It should be kept for E of many hundreds of U.

**Near threshold: the price of turning round**

Close to threshold, geometry sets a firm limit. After deflections a1 … an the energy is E0 = E cos² a1 … cos² an. If the atom then moves at angle θ0 to the outward normal, escape requires

E cos² a1 … cos² an cos² θ0 ≥ U.

The barrier enters like one more collision with deflection θ0. Together the n + 1 angles must carry the direction from the inward to the outward normal, so their sum is at least π. Each is below π/2, where ln cos is concave and decreasing. The product is therefore largest when the sum is π and all angles are equal to π/(n + 1):

E ≥ U / cos^(2n+2)[π/(n + 1)].

A single collision cannot suffice, because cos(π/2) = 0. Two collisions need 64U, three 16U, four 8.3U and five 5.6U. A free numerical search over three-dimensional paths gives the same four values. Reflection at the inside of the barrier does not help: it sends an outgoing atom inward again, which adds to the turning still to be done.

At each of these limits E0 μ0² = U, so the normal energy outside is zero. The parallel energy is not: E1 = U/cos²[π/(n + 1)] − U = U tan²[π/(n + 1)], which is U for three collisions. The first atoms that a given n can release leave at grazing exit.

For exit along the normal, θ0 = 0, and the n deflections alone must add up to π. The condition becomes E ≥ U/cos^(2n)(π/n), which is the limit for any exit after n − 1 collisions. Normal emission after three collisions thus needs 64U, although oblique emission after three begins at 16U. This is the sense in which the number of collisions does restrict near-threshold emission.

These limits say what is possible, not how probable it is. The size of the effect near threshold comes from simulation.

**How large: silicon self-ions on silicon**

The inputs are rough typical values for silicon: U = 4.7 eV and 50 atoms/nm³. Ion bombardment at room temperature makes silicon amorphous, so a random target is a reasonable start. Self-bombardment meets the equal-mass condition. A 100 eV ion has E = 100 + 4.7 = 104.7 eV inside, or 104.7/4.7 = 22.3U. An atom with E0 = 2U then keeps a mean inward cosine √(2/22.3) = 0.30 before the surface acts.

A half-space simulation with hard spheres and the true depth of the cascade gives:

50 eV: mean exit cosine 0.539 ± 0.005; 10.5% within 30°
100 eV: 0.578 ± 0.002; 13.6%
300 eV: 0.630 ± 0.002; 19.5%
1000 eV: 0.657 ± 0.001; 23.1%

The errors are statistical. The cosine law would give 0.667 and 25%. The deficit in the mean falls from 0.089 at 100 eV to 0.010 at 1000 eV, a factor of about nine, while √(U/E) falls only by a factor of about three. The square-root law derived above for a uniform source therefore does not describe the half-space target in this range. At 100 eV, divide the exit directions into five bins of equal width in cos² of the exit angle, each of which a cosine law would fill with 20%. From grazing to normal they hold 31.5, 24.2, 19.3, 14.9 and 10.2%. The bin nearest the normal has half its cosine share.

The least collision numbers found among emitted atoms are 4 at 50 eV and 3 at 100 eV. This agrees with the limits, since 54.7/4.7 = 11.6U lies below 16U and 22.3U lies above it. The average emitted atom has a longer history: 6.4 collisions at 50 eV, 6.3 at 100 eV, 7.0 at 300 eV and 8.5 at 1000 eV. From 50 to 100 eV emission moves toward the cosine law although the average number does not rise. A count of collisions is therefore a poor guide to the angular law, while the memory √(U/E) falls steadily with energy.

**Separating memory from depth**

The limited depth of the source can also distort the emission. Suppose that the first collision occurs at depth z with probability density exp(−z/λ)/λ and emits atoms isotropically. Without a barrier or further collisions, the number escaping per unit solid angle is

(1/λ) ∫ exp(−z/λ) exp[−z/(λμ)] dz = μ/(1 + μ).

Relative to a cosine law this carries a factor 1/(1 + μ), which falls from 1 at grazing to 1/2 at the normal. A shallow isotropic source is thus under-cosine by itself.

The two causes can be separated by intervention. At 100 eV, the two products of the first collision either keep their directions or have them replaced by isotropic ones. Their energies and the place of that collision are drawn from the same distributions in both cases, and all later collisions follow the ordinary rules.

Take first the uniform source of the earlier section, in which all collision products are equally dense at all depths and the surface does not act on the cascade. The mean exit cosine is then 0.571 with the directions kept and 0.666 with them erased. In this idealisation erasing the memory restores the cosine law. For the true source depth the values are 0.578 and 0.626. Memory then accounts for 0.626 − 0.578 = 0.048 of the total deficit of 0.089, and a deficit of about 0.041 remains when memory is erased. The surface-free source differs from the half-space in more than depth, so it is not the right partner for isolating depth. If only the first collision is spread uniformly in depth within the half-space, with the surface acting on all later motion, the values are 0.609 ± 0.005 with the directions kept and 0.674 ± 0.002 with them erased. Against this reference the shallow true source lowers the mean in both cases, by about 0.03 with memory kept and 0.05 with it erased. Both causes push toward under-cosine emission, and they do not simply add.

Memory also controls the yield. With the true depth, erasing it raises the yield at 100 eV from 0.107 to 1.06 atoms per ion, a factor of ten. Near threshold, most of what the inward momentum does is to prevent emission; the angular law describes the few atoms that get out.

**The model beside real silicon**

The hard-sphere yield at 1000 eV is 4.4 atoms per ion, well above the rough value of one for real silicon. The yields should not be used for rates. Three neglected effects were sized at 100 eV.

The first is the softness of the real potential. A power-law cross-section favouring small energy transfers, dσ ∝ E^(−0.2) T^(−1.2) dT, needs a lower cutoff in T. With cutoffs of 0.2U and 0.1U the mean exit cosine is 0.608 ± 0.005 and 0.615 ± 0.005. The shift of 0.007 is no larger than its statistical error. Emission stays under-cosine, but the deficit shrinks from 0.089 to between 0.05 and 0.06. The yield falls to 0.048 and 0.042 and has not converged: a cutoff of 0.02U lowers it further, to about 0.035, with a mean exit cosine of 0.602 ± 0.004 and so a deficit of about 0.065.

The second and third are electronic drag and the binding lost by a displaced atom. A standard estimate of drag proportional to velocity gives a loss of about 2.4 eV over the first 0.27 nm, taken as one mean free path. With this drag and a rough loss of 2 eV per displaced atom, hard spheres give a mean of 0.520 ± 0.006 and a yield of 0.014. The departure grows. This fits the general picture, since losses bring the cascade closer to threshold. Each loss alone also lowers the mean, to 0.556 ± 0.007 with drag only and 0.536 ± 0.006 with the binding loss only.

The sign of the effect thus survives each of these changes, while its size at 100 eV is uncertain by a factor of about two or three. Thermal motion at 300 K has little effect on the angular law. The thermal energy itself is small, with kT/U = 0.0055, but a moving target atom can shift the energy exchanged in a collision by about √(E kT), or 1.6 eV for the 100 eV ion. These shifts have both signs. In a hard-sphere simulation with moving target atoms, the mean exit cosine at 100 eV shifts by no more than about 0.005, which is close to the statistical error, while the yield rises by roughly 5%. Roughness, crystal order and collisions among several atoms at once are left out. Crystal order produces preferred directions that no smooth angular law describes, and the binary picture is least secure at the lowest energy, 50 eV.

The equal-mass condition matters as well. A light ion can be thrown straight back by one heavy target atom and then strike surface atoms from below. The limits of 64U and 16U do not apply to it.

**What to do about it**

For a flat amorphous target, normal incidence and near-equal masses, a cosine source should not be assumed below a few hundred eV. At a given total yield, the hard-sphere model at 100 eV sends 13.6% into the 30° cone where a cosine source sends 25%. A cosine estimate of the material arriving in that cone is then too high by 25/13.6 = 1.8. At 1000 eV the same factor is 25/23.1 = 1.08. The softer law sends about 16% into the cone at 100 eV, a factor near 1.5, and at 1000 eV its mean of 0.665 ± 0.004 cannot be told from the cosine value. The factor 1.8 is therefore a guide to scale and not a correction factor.

A fit of the form Y ∝ μ1^k needs care. Its mean exit cosine is (k + 1)/(k + 2), so the value 0.578 requires k = (2 × 0.578 − 1)/(1 − 0.578) = 0.37. The fit then puts 1 − (cos 30°)^1.37 = 18% within 30°, against 13.6% in the simulation. One exponent matched to the mean still overstates emission near the normal. Where film thickness on the axis matters, the angular distribution should be measured at the energy of use, with points near the normal as well as at oblique angles.

Raising the ion energy from 50 to 1000 eV brings the model's emission steadily closer to the cosine law; at 4.7 keV the hard-sphere half-space mean is 0.672 ± 0.002, slightly above 2/3, so the trend does not stop at the cosine law. If the process must stay near threshold, the geometry of target and substrate should be designed for the oblique excess.

Values computed for the example and the checks

```
Least E/U for escape after n collisions (optimized, formula):
  n=2: 64.000, 64.000
  n=3: 16.000, 16.000
  n=4: 8.326, 8.326
  n=5: 5.619, 5.619
Silicon inputs: U = 4.7 eV, density = 50.0 /nm^3
100 eV ion: energy inside = 104.7 eV = 22.28 U
Mean P2, E/3<E0<E/2: sim 0.1863, law 0.1853
Atoms with U<E0<2U, 100 eV ion (mean n, mean mu, sqrt law):
  hard: 6.60, 0.247, 0.248
  soft: 9.43, 0.249, 0.249
J(0) = 0.5000, J(1) = 1.3333
E = 1000 U, uniform depth, mean exit cosine:
  simulated 0.6560, formula 0.6544, cosine law 0.6667
Si on Si: yield (atoms/ion), mean exit cosine, % within 30 deg, mean n
  50 eV: 0.0086, 0.539+-0.005, 10.5+-0.7, 6.43
  100 eV: 0.1068, 0.578+-0.002, 13.6+-0.3, 6.25
  300 eV: 0.9510, 0.630+-0.002, 19.5+-0.3, 6.99
  1000 eV: 4.4254, 0.657+-0.001, 23.1+-0.2, 8.50
Smallest n seen: 50 eV 4, 100 eV 3
100 eV, % in 5 bins of cos^2, grazing to normal (cosine law: 20 each):
  31.5, 24.2, 19.3, 14.9, 10.2
100 eV, mean exit cosine (direction kept, direction erased):
  uniform source depth: 0.571, 0.666
  true source depth:    0.578, 0.626+-0.001
Yield with direction erased: 1.061 atoms/ion
Electronic loss per 0.271 nm path at start: 2.45 eV
Variants at 100 eV (yield in atoms/ion, mean exit cosine):
  soft law, cutoff 0.2 U: 0.0475, 0.608+-0.005
  soft law, cutoff 0.1 U: 0.0424, 0.615+-0.005
  drag + 2.0 eV bulk loss: 0.0138, 0.520+-0.006
kT/U at 300 K = 0.0055
```
